# Harmonic-Mean Exchange Stiffness at an Interface Between Equal Micromagnetic Cells

A finite-difference micromagnetic calculation of a layered film needs an exchange stiffness for every pair of neighbouring cells. Inside one material there is nothing to decide. Where a cell of stiffness \(A_1\) touches a cell of stiffness \(A_2\), one number must be chosen for the bond between them, and it controls how strongly one layer holds the other. For 30 and 10 pJ/m the arithmetic mean is 20 pJ/m and the harmonic mean is 15 pJ/m. Continuity of the exchange torque decides between them.

## Setting and assumptions

Let \(\mathbf m\) be the unit vector along the magnetization, \(M\) the magnetization in A/m, and \(z\) the normal to a plane interface at \(z=0\). Material 1 fills \(z<0\) and material 2 fills \(z>0\). The exchange energy density is \(A|\nabla\mathbf m|^2\), without a factor 1/2. Lateral derivatives carry no torque through the face, so only \(\mathbf m'=\partial\mathbf m/\partial z\) is needed. The exchange energy per area is

\[
E_{\rm ex}=\int A\,|\mathbf m'|^2\,dz .
\]

The assumptions are:

1. The coupling is perfect: \(\mathbf m\) is continuous at \(z=0\).
2. All other energies (anisotropy, applied field, stray field) give finite torques per volume. There is no interface anisotropy and no chiral exchange term.
3. On each side \(\mathbf m\) is smooth, with bounded second derivative. Its slope may jump at \(z=0\).
4. The interface is the common face of two cells of equal size \(\Delta\). The cell vectors \(\mathbf m_1,\mathbf m_2\) are the values of \(\mathbf m\) at the cell centres \(z=\mp\Delta/2\).

**Theorem.** Under these assumptions the exchange torque per area that material 2 exerts on material 1 is

\[
\boldsymbol\tau=\frac{2A_{12}}{\Delta}\,\mathbf m_1\times\mathbf m_2+O(\Delta),
\qquad
A_{12}=\frac{2A_1A_2}{A_1+A_2}.
\]

For a fixed profile the leading term stays finite as \(\Delta\to0\), because the angle between \(\mathbf m_1\) and \(\mathbf m_2\) shrinks in proportion to \(\Delta\).

## Lemma 1: the torque is continuous, the slope is not

**Lemma 1.** At the interface

\[
2A_1\,\mathbf m\times\mathbf m'\big|_{0^-}=2A_2\,\mathbf m\times\mathbf m'\big|_{0^+},
\qquad\text{equivalently}\qquad
A_1\mathbf m'_-=A_2\mathbf m'_+ .
\]

*Proof.* A small change that keeps \(|\mathbf m|=1\) is a rotation, \(\delta\mathbf m=\boldsymbol\omega(z)\times\mathbf m\). Then

\[
\delta\big(A|\mathbf m'|^2\big)=2A\,\mathbf m'\cdot(\boldsymbol\omega'\times\mathbf m+\boldsymbol\omega\times\mathbf m').
\]

The second product vanishes, since \(\boldsymbol\omega\times\mathbf m'\) is perpendicular to \(\mathbf m'\). Cyclic reordering of the first gives \(2A\,\boldsymbol\omega'\cdot(\mathbf m\times\mathbf m')\). Take \(\boldsymbol\omega\) nonzero only near the interface and integrate by parts on each side:

\[
\delta E_{\rm ex}=-\int\boldsymbol\omega\cdot(2A\,\mathbf m\times\mathbf m')'\,dz
+\boldsymbol\omega(0)\cdot\Big[2A_1\mathbf m\times\mathbf m'\big|_{0^-}-2A_2\mathbf m\times\mathbf m'\big|_{0^+}\Big],
\]

where the integral runs over the two sides separately. Perfect coupling is used here: because \(\mathbf m\) has one value at the face, there is one \(\boldsymbol\omega(0)\). The other energies add volume integrals but no surface term. In equilibrium the total variation vanishes for every \(\boldsymbol\omega\), so the bracket is zero.

The condition also holds in motion. A slab of thickness \(\epsilon\) around the interface has angular momentum and volume torques proportional to \(\epsilon\), so the difference of the two surface torques must vanish as \(\epsilon\to0\).

Finally, \(|\mathbf m|=1\) gives \(\mathbf m\cdot\mathbf m'=0\), hence \((\mathbf m\times\mathbf m')\times\mathbf m=\mathbf m'\). Taking the cross product of the torque condition with \(\mathbf m\) gives the second form. ∎

The stiffer material twists more slowly, in inverse proportion to its stiffness. An interface anisotropy would add a surface torque to the bracket, and a chiral term would add another on integration by parts. This is why both are excluded.

## Proof of the theorem

Write \(\mathbf m_0\) for the value at the face and \(\mathbf f=A_1\mathbf m'_-=A_2\mathbf m'_+\) for the common quantity of Lemma 1. Taylor expansion on each side gives

\[
\mathbf m_1=\mathbf m_0-\frac{\Delta}{2}\frac{\mathbf f}{A_1}+O(\Delta^2),\qquad
\mathbf m_2=\mathbf m_0+\frac{\Delta}{2}\frac{\mathbf f}{A_2}+O(\Delta^2).
\]

Subtracting,

\[
\mathbf m_2-\mathbf m_1=\frac{\Delta}{2}\left(\frac1{A_1}+\frac1{A_2}\right)\mathbf f+O(\Delta^2)
=\frac{\Delta}{A_{12}}\,\mathbf f+O(\Delta^2),
\]

because \(\tfrac12(1/A_1+1/A_2)=(A_1+A_2)/(2A_1A_2)\). Therefore

\[
\boldsymbol\tau=2\,\mathbf m_0\times\mathbf f=\frac{2A_{12}}{\Delta}\,\mathbf m_0\times(\mathbf m_2-\mathbf m_1)+O(\Delta).
\]

Both \(\mathbf m_1-\mathbf m_0\) and \(\mathbf m_2-\mathbf m_1\) are of order \(\Delta\), so replacing \(\mathbf m_0\) by \(\mathbf m_1\) changes the product by order \(\Delta^2\) and the torque by order \(\Delta\). Since \(\mathbf m_1\times\mathbf m_1=0\), the result is the stated one. ∎

**Limits.** For \(A_1=A_2=A\) the bond has stiffness \(A\). For \(A_1\gg A_2\) it tends to \(2A_2\), not \(A_2\): nearly all the twist sits in material 2, but only half the distance between the centres lies there. For \(A_2\to0\) the bond vanishes, as it must at a non-magnetic neighbour, whereas the arithmetic mean would leave a coupling \(A_1/2\).

## Lemma 2: finite angles with exchange alone

**Lemma 2.** If exchange is the only torque between the two centres, and \(\mathbf m\) turns along the shorter arc through the angle \(\theta<\pi\), then

\[
\tau=\frac{2A_{12}\theta}{\Delta},\qquad E_{\rm ex}=\frac{A_{12}\theta^2}{\Delta}.
\]

*Proof.* The volume part of the variation gives \((\mathbf m\times\mathbf m')'=0\) in each half-cell. So \(\mathbf m\times\mathbf m'\) is a constant vector; \(\mathbf m\) stays perpendicular to it and turns in a plane at a constant rate. By Lemma 1 this vector has the same direction on both sides, so the plane is common.

Let the half-cells take the angles \(\varphi_1\) and \(\varphi_2\), each over a length \(\Delta/2\). The torques are \(4A_1\varphi_1/\Delta\) and \(4A_2\varphi_2/\Delta\). Equating them and using \(\varphi_1+\varphi_2=\theta\),

\[
\varphi_1=\frac{A_2}{A_1+A_2}\theta,\qquad \varphi_2=\frac{A_1}{A_1+A_2}\theta,\qquad
\tau=\frac{4A_1A_2}{(A_1+A_2)\Delta}\theta=\frac{2A_{12}\theta}{\Delta}.
\]

The energy is

\[
\frac{2}{\Delta}(A_1\varphi_1^2+A_2\varphi_2^2)=\frac{2\theta^2}{\Delta}\,\frac{A_1A_2(A_2+A_1)}{(A_1+A_2)^2}=\frac{A_{12}\theta^2}{\Delta},
\]

and its derivative with respect to \(\theta\) is the torque. ∎

The cell formula has \(\sin\theta\) in place of \(\theta\). Its relative error in this case is \(\sin\theta/\theta-1\approx-\theta^2/6\), so the angle between neighbouring cells must be small.

## The field used in the calculation

The cell energy per area with the same leading term is

\[
W=\frac{A_{12}}{\Delta}|\mathbf m_2-\mathbf m_1|^2 .
\]

A cell has moment \(M_i\Delta\) per area, so its exchange field in tesla is \(\mathbf B_i=-(M_i\Delta)^{-1}\partial W/\partial\mathbf m_i\):

\[
\mathbf B_1=\frac{2A_{12}}{M_1\Delta^2}(\mathbf m_2-\mathbf m_1),\qquad
\mathbf B_2=\frac{2A_{12}}{M_2\Delta^2}(\mathbf m_1-\mathbf m_2).
\]

The torque on cell 1 is \(M_1\Delta\,\mathbf m_1\times\mathbf B_1=(2A_{12}/\Delta)\,\mathbf m_1\times\mathbf m_2\), and that on cell 2 is its negative.

**Remark.** The magnetizations enter after the stiffness has been averaged. Suppose instead that \(A/M\) is averaged harmonically to a value \(q\), and \(\mathbf B_i=2q(\mathbf m_j-\mathbf m_i)/\Delta^2\), where \(j\) is the other cell. Then cell \(i\) feels the stiffness \(M_iq\), and for \(M_1\ne M_2\) the two torques no longer cancel. For the materials below, with 1.4 and 0.8 MA/m, the cells would feel 22.1 and 12.6 pJ/m instead of a common 15 pJ/m.

## What is neglected at the face

Consider rotation in one plane, with angle \(\phi(z)\). Carrying the Taylor expansion one order further gives

\[
\phi_2-\phi_1=\frac{\tau\Delta}{2A_{12}}+\frac{\Delta^2}{8}(\phi''_+-\phi''_-)+O(\Delta^3).
\]

The harmonic mean keeps the first term and drops the second, which comes from local torques inside the half-cells. The arithmetic mean \(\bar A\) already changes the first term, by \(-\tfrac12\tau\Delta(1/A_{12}-1/\bar A)\). For a stable state that responds smoothly to a small angle offset, this suggests an error of second order in \(\Delta\) for the harmonic mean and of first order for the arithmetic mean.

## Corollary: graded and imperfect interfaces

If \(A\) varies between the centres and exchange acts alone, \(\tau=2A(z)\phi'\) is constant. Integrating \(\phi'=\tau/(2A)\) and defining \(A_{\rm eff}\) by \(\tau=2A_{\rm eff}\theta/\Delta\),

\[
\frac1{A_{\rm eff}}=\frac1\Delta\int_{-\Delta/2}^{\Delta/2}\frac{dz}{A(z)} .
\]

Stiffnesses in sequence combine like conductances in series. If the coupling is imperfect, with contact energy \(J(1-\cos\delta)\) per area for an angle jump \(\delta\), a small jump is \(\delta=\tau/J\). It adds to \(\theta=\tau\Delta/(2A_{\rm eff})\), so for a sharp interface

\[
\frac1{A_{\rm eff}}=\frac1{A_{12}}+\frac{2}{J\Delta}.
\]

The theorem is the limit \(J\gg 2A_{12}/\Delta\). Smaller cells make this condition on the bond stiffness harder to meet, but the neglected jump \(\tau/J\) does not depend on \(\Delta\): ignoring a weak contact costs about the same at every cell size, and refining the mesh does not remove it.

## Worked example: an in-plane exchange spring

A hard film, 20 nm thick, has \(A_1=30\) pJ/m, \(M_1=1.4\) MA/m and uniaxial anisotropy \(K_1=0.5\) MJ/m³. On it lies a soft film, 40 nm thick, with \(A_2=10\) pJ/m, \(M_2=0.8\) MA/m and no anisotropy. A field \(B=0.1\) T points against the original magnetization. The angle \(\phi\) is measured in the film plane from the easy axis. The energy density \(A\phi'^2+K\sin^2\phi+MB\cos\phi\) gives

\[
2A\phi''=K\sin2\phi-MB\sin\phi ,
\]

with free outer surfaces. An infinite film in this state has no stray field, because \(\mathbf m\) has no normal component and varies with depth alone.

The reference is a local energy minimum on a mesh of 0.05 nm with a node on the interface. The state is metastable: the fully reversed film has lower energy. In this one-dimensional model the spring survives up to about 0.3 T, while a real film can reverse earlier by domain nucleation. The magnetization is held in the plane by the shape anisotropy of the film; without it a rotation of the whole profile about the easy axis would cost no energy. The reference uses no averaged stiffness and imposes no torque condition. The slopes at the interface come out as 0.0399 rad/nm on the hard side and 0.1196 rad/nm on the soft side. The torques are \(2\times30\times0.0399\approx2.39\) mJ/m² and \(2\times10\times0.1196\approx2.39\) mJ/m², as Lemma 1 requires. The magnetization has turned by 20° at the interface and by 148° at the top.

With 2 nm cells and

\[
A_{12}=\frac{2\times30\times10}{40}=15\ \text{pJ/m}=1.5\times10^{-11}\ \text{J/m},
\]

the two face cells differ by \(\theta=0.160\) rad. With exchange alone between the centres, Lemma 2 gives the hard half-cell a quarter of this, 0.040 rad, and the soft one 0.120 rad; in the resolved profile the local torques change these to 0.038 and 0.119 rad. Minimizing the half-cell energy over a unit vector at the face, free to leave the plane, gives the split of Lemma 2, 0.040 and 0.120 rad. The half-cell torque is \(2\times15\times0.160/2=2.40\) mJ/m². The cell formula gives 2.39 mJ/m², lower by 0.43%, which is \(\theta^2/6\).

The mean of \(\cos\phi\) over the soft film is its reduced moment along the easy axis. The reference value is −0.2850. The errors below are differences from it; all else is held fixed when the face stiffness is changed.

| Cell | Harmonic, 15 pJ/m | Arithmetic, 20 pJ/m |
|---|---|---|
| 2 nm | −0.0049 | +0.0131 |
| 1 nm | −0.0013 | +0.0077 |
| 0.5 nm | −0.0003 | +0.0042 |

Halving the cell from 1 to 0.5 nm divides the harmonic error by 3.96 and the arithmetic error by 1.86, close to the 4 and 2 expected for second and first order. The shortfall from 2 fits an error \(a\Delta-b\Delta^2\): the two finer cells give \(a=0.00893\) nm⁻¹ and \(b=0.0012\) nm⁻², which predict +0.0131 at 2 nm, as found. On coarser meshes the ranking in this example reverses: at 4 and 5 nm, where neighbours differ by up to 0.46 and 0.56 rad, the harmonic errors are −0.019 and −0.030 and the arithmetic ones both +0.017. This is a cancellation between the face error and the error of the bulk mesh, not a merit of the arithmetic mean.

The difference between the two columns can be traced to the face. At the reference torque and 2 nm, the arithmetic mean makes the angle step too small by \(2.39\times(1/15-1/20)=0.040\) rad. The soft film is held too firmly and turns too little, hence the positive sign. For the term dropped by the harmonic mean, the local torque over half a cell is 11.4% of the face torque on the hard side and 1.14% on the soft side. This gives \(\phi''_-=0.114\times2.39/60=0.0045\) nm⁻² and \(\phi''_+=-0.0114\times2.39/20=-0.0014\) nm⁻², so the neglected step is \(\tfrac48(-0.0059)\approx-0.003\) rad, more than ten times smaller. This term is only part of the harmonic error. At 2 nm the offset of 0.040 rad shifts the moment by \(0.0131+0.0049=0.018\), so in proportion 0.003 rad accounts for about 0.001 of the error of 0.0049. Most of the rest comes from the finite angles between neighbours throughout the film: using \(\theta\) in place of \(\sin\theta\) in every bond removes about 0.003. Sampling the moment at cell centres contributes only about 0.0002.

## The model beside a real film

The parameters are rough room-temperature values for cobalt and permalloy. The anisotropy is that of hexagonal cobalt with its axis in the plane, which requires an oriented film; an ordinary polycrystalline film would be a weaker hard layer. The computed moment is sensitive to these bulk values: a permalloy stiffness of 13 instead of 10 pJ/m shifts it by about +0.12, far more than any choice of face stiffness considered here. Of the theorem's own assumptions, the one most open to doubt in a real stack is the sharp, perfectly coupled interface. One regular bond plane of 0.2 nm corresponds to \(J=2A_{12}/(0.2\ \text{nm})=150\) mJ/m². Halving its strength adds one further compliance \(1/J\), and \(1/A_{\rm eff}=1/15+2/(150\times2)\) gives 13.6 pJ/m. The soft moment at 2 nm cells moves from −0.290 to −0.297, more than the discretization error. A linear grade of \(A\) over 1 nm acts the other way: 16.4 pJ/m and −0.284. Heating to 400 K lowers \(A_{12}\) to about 14 pJ/m, if \(A\) follows the square of a simple interpolated magnetization curve. This alone moves the moment by about −0.007. The same law applied to the stiffness throughout both films gives about −0.04 at fixed \(M\), but only about −0.016 when \(M\) falls as well. The anisotropy of hexagonal cobalt also falls with temperature, and the moment is sensitive to it: \(K_1=0.4\) MJ/m³ alone gives about −0.03 and 0.3 MJ/m³ about −0.07. A second anisotropy constant of 0.15 MJ/m³, a rough value for cobalt, would add a torque of about 7% of \(2K_1\sin\phi\cos\phi\) at the interface. A strip 10 µm wide, magnetized uniformly across its width, would have a stray field of about 5 mT at its centre, against the applied 100 mT, and the same estimate with the smaller net moment of the spring state gives 1.5 to 2 mT; a change of the applied field by 5 mT moves the soft moment by about 0.03, more than the mesh errors in the table.

For a sharp, well-coupled interface on a cell face, with small angles between neighbours, the bond should therefore carry \(2A_1A_2/(A_1+A_2)\). If the interface is weakened or mixed on the scale of a cell, the series law supplies the replacement as long as the angle jump at the contact stays small, and the uncertainty in the interface itself can exceed the error of the mesh. The full values are in the numerical output.

## Numbers as computed

```
hard film: A1=30.0 pJ/m, K1=0.5 MJ/m3, M1=1.4 MA/m, 20.0 nm
soft film: A2=10.0 pJ/m, K2=0.0 MJ/m3, M2=0.8 MA/m, 40.0 nm
reverse field 0.1 T, main cell size 2.0 nm
harmonic mean A12 = 15.000 pJ/m = 1.500e-11 J/m
arithmetic mean = 20.000 pJ/m
A from relaxed chain, sharp interface = 15.000000 pJ/m
-- fine-mesh reference --
mesh step = 0.05 nm
interface angle = 0.34691 rad = 19.88 deg
top surface angle = 148.11 deg
bottom surface angle = 3.65 deg
slope, hard side = 0.039882 rad/nm
slope, soft side = 0.119649 rad/nm
torque 2A*slope, hard side = 2.39294 mJ/m2
torque 2A*slope, soft side = 2.39298 mJ/m2
mean cos(phi) in soft film = -0.284994
-- cell models: mean cos(phi) in soft film and its error --
cell 2.0 nm: harmonic -0.289915 (-0.004921), arithmetic -0.271850 (+0.013144)
cell 1.0 nm: harmonic -0.286246 (-0.001252), arithmetic -0.277261 (+0.007733)
cell 0.5 nm: harmonic -0.285311 (-0.000317), arithmetic -0.280829 (+0.004165)
error ratio 1 nm/0.5 nm: harmonic 3.955, arithmetic 1.857
cell 2.0 nm: rebuilt interface angle = 0.34885 rad
cell 1.0 nm: rebuilt interface angle = 0.34738 rad
cell 0.5 nm: rebuilt interface angle = 0.34703 rad
-- the two face cells, 2 nm, harmonic --
angles = 0.30885 and 0.46884 rad
angle between them theta = 0.15999 rad
part of theta in hard half-cell = 0.04000 rad
part of theta in soft half-cell = 0.11999 rad
half-cell exchange energy = 0.191974 mJ/m2
torque from half-cells = 2.39984 mJ/m2
torque from cell formula = 2.38961 mJ/m2
relative difference = -0.00426
theta^2/6 = 0.00427
1-|mI| of linear interface vector = 0.002397
exchange field on hard cell = 0.8562 T
exchange field on soft cell = 1.4983 T
A/M averaged: hard cell feels 22.105, soft 12.632 pJ/m
-- neglected effects --
regular bond plane (0.2 nm): J = 150.0 mJ/m2
half-strength bond: A = 13.636 pJ/m, moment -0.297083
1.0 nm mixing: A = 16.448 pJ/m, moment -0.283579
400 K: A1 28.78, A2 9.02, A12 13.74 pJ/m
local torque in half-cell / face torque: hard 0.1137, soft 0.0114
second anisotropy constant 0.15 MJ/m3: torque share 0.0694
stray field at centre of 10 um strip = 4.80 mT
```
